# Binomial ligand retention and composition disorder in an adsorbed precursor layer, part 1

(Sections cited here and not found follow in the second part.)

## Part one: from one ligand to an annealed centre

### The decision

A simulation of the second half-cycle of atomic layer deposition needs a starting surface. The first half-cycle has left metal centres that still carry some of their ligands, and the person who builds the simulation cell must choose how many each centre carries. One choice is to give every centre the same, most probable number. The other is to draw the numbers from a distribution, which raises a further question: how many centres must be sampled before their average is representative?

Both answers hang on the variance of the ligand number. If centres are independent and each has variance \(v\), the average over \(M\) of them has variance \(v/M\). To bring its standard deviation down to a chosen \(\delta\) requires

\[
M\ge \frac{v}{\delta^2}.
\]

The candidate for \(v\) is the binomial expression \(np(1-p)\). These notes derive it, find the conditions under which it holds, and estimate how far it moves when they fail.

### One ligand position

A precursor molecule binds to a hydroxylated surface by giving up one ligand, which leaves with a proton from a hydroxyl group. That anchoring ligand is gone and is not counted below. Consider one of the remaining ligand positions. It is either retained, \(s=1\), or exchanged for a bond to surface oxygen, \(s=0\).

Let \(\mu\) be the free energy of the exchanged state minus that of the retained state. A positive \(\mu\) therefore favours retention. At temperature \(T\) the relative weights of the exchanged and retained states are \(1\) and

\[
z=e^{\mu/kT},
\]

where \(k\) in the product \(kT\) is Boltzmann's constant; standing alone, \(k\) will denote a ligand number. Dividing by the sum of the weights gives the retention probability and its complement:

\[
p=\frac{z}{1+z},\qquad q=1-p=\frac{1}{1+z},\qquad z=\frac pq .
\]

Since \(s\) is zero or one, \(s^2=s\), and so

\[
\operatorname{Var}s=\langle s^2\rangle-\langle s\rangle^2=p-p^2=pq .
\]

The limits are as they should be. The variance vanishes when the ligand is certainly lost (\(p=0\)) or certainly kept (\(p=1\)). Setting the derivative \(1-2p\) to zero puts the maximum at \(p=1/2\), where the variance is \(1/4\).

### Several equivalent positions

Now let the centre have \(n\) such positions, with two assumptions: they are equivalent, so that one \(z\) serves for all, and they are independent, so that the weight of a joint state is the product of the separate weights. A state with \(k=\sum_i s_i\) retained ligands then has weight \(z^k\). There are \(\binom nk\) ways to choose which ligands are retained, and the binomial theorem gives the sum of all weights:

\[
Z=\sum_{k=0}^{n}\binom nk z^k=(1+z)^n .
\]

The probability of \(k\) retained ligands follows by sharing the \(n\) factors of \(1+z\) between retained and exchanged positions:

\[
P(k)=\binom nk\frac{z^k}{(1+z)^n}
=\binom nk\left(\frac{z}{1+z}\right)^{k}\left(\frac{1}{1+z}\right)^{n-k}
=\binom nk p^kq^{\,n-k}.
\]

For the moments, put \(x=\ln z\), so that \(Z=\sum_k\binom nk e^{kx}\). Each derivative with respect to \(x\) brings down a factor \(k\). Hence

\[
\frac{d\ln Z}{dx}=\frac{Z'}{Z}=\langle k\rangle,\qquad
\frac{d^2\ln Z}{dx^2}=\frac{Z''}{Z}-\left(\frac{Z'}{Z}\right)^2
=\langle k^2\rangle-\langle k\rangle^2 .
\]

With \(\ln Z=n\ln(1+e^x)\), the two derivatives are

\[
\langle k\rangle=\frac{ne^x}{1+e^x}=np,\qquad
\operatorname{Var}k=\frac{ne^x}{(1+e^x)^2}=npq .
\]

This is the stated result. It can also be read from the general rule for a sum,

\[
\operatorname{Var}k=\sum_i\operatorname{Var}s_i+2\sum_{i<j}\operatorname{Cov}(s_i,s_j).
\]

Independence removes the covariances and leaves \(n\) terms \(pq\). This second form shows where the result is vulnerable: correlations between the ligands of a centre change the variance, even when the mean stays the same, unless their covariances happen to sum to zero.

For \(n=1\) the earlier case returns. When \(p\to0\) with \(np\) held fixed, \(q\to1\) and the variance approaches the mean, as for rare independent events. The retained fraction \(k/n\) has variance \(npq/n^2=pq/n\), so a centre with more positions has a larger spread in ligand number but a smaller spread in composition.

Take \(n=3\) and \(p=0.6\), values used throughout. The probabilities of \(k=0,1,2,3\) are \(0.064\), \(0.288\), \(0.432\) and \(0.216\). Directly from this list,

\[
\langle k\rangle=0.288+2(0.432)+3(0.216)=1.80,
\]

\[
\langle k^2\rangle=0.288+4(0.432)+9(0.216)=3.96,
\]

and \(3.96-1.80^2=0.72\), equal to \(3\times0.6\times0.4\). The standard deviation is \(0.85\) ligand. A cell in which every centre has the most probable value, \(k=2\), represents 43 % of the centres and omits the rest.

### The variance as a response

At fixed temperature \(x=\mu/kT\), so \(d/dx=kT\,d/d\mu\). The second derivative of \(\ln Z\) is the first derivative of \(\langle k\rangle\), and therefore

\[
\operatorname{Var}k=kT\left(\frac{\partial\langle k\rangle}{\partial\mu}\right)_T .
\]

For independent centres with the same \(\mu\), a composition that fluctuates strongly is also one whose mean shifts easily. At 523 K, \(kT=0.04507\) eV, and the response is \(0.72/0.04507=16\) ligands per eV. A change of 0.01 eV in \(\mu\) thus moves the mean by about 0.16 ligand per centre. This sets the accuracy needed from a computed exchange free energy: an error of 0.03 eV in \(\mu\) already moves the mean by about half the standard deviation between centres.

The relation needs equilibrium. A composition frozen by cooling or by loss of mobility still has a variance, but it no longer responds to \(\mu\). If \(\mu\) differs from centre to centre, the relation holds for each centre separately; the spread of their means adds to the pooled variance but not to the response.

### A fixed supply of ligands

The weight \(z^k\) suggests a layer that exchanges ligands with a gas of fixed composition. After a purge there may be no such gas. Suppose instead that ligands and protons can redistribute among the centres while the total number of retained ligands stays fixed. This is one meaning of "annealed": the arrangement has had time to reach equilibrium within the layer.

Let the layer have \(N\) positions in all, of which \(R\) are retained, every placement being equally likely. Set \(p=R/N\). The probability that two given positions are both retained is \((R/N)(R-1)/(N-1)\), so

\[
\operatorname{Cov}(s_i,s_j)=\frac RN\left[\frac{R-1}{N-1}-\frac RN\right]
=\frac RN\,\frac{N(R-1)-R(N-1)}{N(N-1)} .
\]

The last numerator is \(R-N\), and \((N-R)/N=q\). Hence

\[
\operatorname{Cov}(s_i,s_j)=-\frac{pq}{N-1}.
\]

The sign is negative because a ligand kept here is one fewer to be kept elsewhere. A centre has \(n(n-1)/2\) pairs, and the rule for a sum gives

\[
\operatorname{Var}k=npq-\frac{n(n-1)pq}{N-1}=npq\,\frac{N-n}{N-1}.
\]

If the centre is the whole layer, \(N=n\), its ligand number is fixed and the variance is zero. If \(N\to\infty\), the factor tends to one and \(npq\) returns. The rest of a large surface serves as the reservoir.

The correction matters in small cells. With four centres of three positions, \(N=12\), and seven retained ligands, the binomial value would be \(0.729\), while the factor is \(9/11=0.818\) and the variance is \(0.597\). Listing all 792 placements gives this same value. A cell of this size with a fixed ligand count therefore understates the variance per centre by 18 % relative to a large surface of equal composition.

### Annealing cut short

Return to a layer in contact with a gas, and suppose that exchange stops before equilibrium. Let each position lose its ligand at rate \(a\) and regain one at rate \(b\), independently of the others. The retention probability \(r(t)\) obeys

\[
\frac{dr}{dt}=-ar+b(1-r)=b-(a+b)r .
\]

The stationary value is \(p=b/(a+b)\). With \(\tau=1/(a+b)\), the equation becomes \(dr/dt=-(r-p)/\tau\). If all ligands are present at the start, \(r(0)=1\), and

\[
r(t)=p+q\,e^{-t/\tau}.
\]

The positions began in the same state and evolved independently, so they are still independent and equivalent. The ligand number is binomial at every time, with \(r(t)\) in place of \(p\):

\[
\operatorname{Var}k=n\,r(t)\,[1-r(t)] .
\]

At \(t=0\) this is zero, and at long times it is \(npq\). After one relaxation time, \(r=0.6+0.4e^{-1}=0.747\) and the variance is \(0.567\), which is 21 % below the equilibrium value. Integrating the rate equations for the four probabilities \(P(0),\dots,P(3)\) from \(k=3\) reproduces the binomial distribution at \(0.2\), \(1\) and \(3\) relaxation times.

A binomial distribution is thus no proof of equilibrium. What freezing changes is the value to be used for the retention probability. The argument also needs a common history: if centres arrive at different times, each has its own \(r\), and the result for an environment shared by a centre, derived below, applies.

### Positions and centres that differ

Three kinds of inequality have different consequences.

**Fixed differences between positions.** Let position \(j\) of every centre have its own probability \(p_j\), with mean \(\bar p=1-\bar q\) over the \(n\) positions. Write \(p_j=\bar p+d_j\), so that \(\sum_jd_j=0\). Independence still allows the variances to be added:

\[
\operatorname{Var}k=\sum_j(p_j-p_j^2)
=n\bar p-\left(n\bar p^2+\sum_jd_j^2\right)
=n\bar p\bar q-\sum_j(p_j-\bar p)^2 .
\]

The variance falls because \(p(1-p)\), as a function of \(p\), curves downwards: its average over unequal positions lies below its value at the mean. For \(0.3\), \(0.6\) and \(0.9\) it is \(0.72-0.18=0.54\). In the extreme where each \(p_j\) is zero or one, it vanishes.

**A fresh draw for every position.** Suppose each position on each centre draws its probability independently from one distribution with mean \(\bar p\). The probability of a joint state is a product of factors \(p_j\) or \(1-p_j\), each linear in its own \(p_j\). Averaging replaces them by \(\bar p\) and \(\bar q\), and the binomial law with variance \(n\bar p\bar q\) is restored. The environments may be frozen; pooling many centres is enough to average over them.

**An environment shared by a centre.** Let all positions of one centre have the same \(p_c\), which varies between centres with mean \(\bar p\) and variance \(\sigma_p^2\). At given \(p_c\),

\[
\langle k^2\rangle_c=np_c(1-p_c)+n^2p_c^2 .
\]

Averaging over centres with \(\langle p_c^2\rangle=\bar p^2+\sigma_p^2\), and subtracting \(n^2\bar p^2\), gives

\[
\operatorname{Var}k=n(\bar p\bar q-\sigma_p^2)+n^2\sigma_p^2
=n\bar p\bar q+n(n-1)\sigma_p^2 .
\]

The first term of the middle expression is the thermal variance within centres, and the second is the spread of their means. For \(n=1\) the excess vanishes: a single yes-or-no outcome per centre cannot reveal that the probabilities differ. If \(p_c\) is zero or one, \(\sigma_p^2=\bar p\bar q\), centres are either bare or full, and the variance reaches \(n^2\bar p\bar q\).

## Part two: interacting ligands and patches of surface

### What is carried over

Each anchored centre has \(n\) ligand positions besides the one lost in anchoring. The variable \(s_i\) is one for a retained ligand and zero for an exchanged one, and \(k=\sum_is_i\). The retention probability is \(p=1-q\), the bias towards retention is \(\mu=kT\ln(p/q)\), and independent, equivalent positions give \(\langle k\rangle=np\) and \(\operatorname{Var}k=npq\). If a centre's positions share an environment that varies from centre to centre, \(n(n-1)\sigma_p^2\) is added. The running values are \(n=3\), \(p=0.6\), \(T=523\) K and \(kT=0.04507\) eV, for which \(npq=0.72\).

### Repulsion on one centre

Bulky ligands crowd one another. Let every pair of retained ligands on a centre cost an energy \(w\), and set \(u=w/kT\). The weight of a state is now

\[
\exp\left(x\sum_is_i-u\sum_{i<j}s_is_j\right).
\]

Repulsion at fixed \(\mu\) would also lower the mean. To isolate its effect on the disorder, the mean is held at \(np\) by adjusting \(x\).

Write \(s_i=p+\delta_i\). Then

\[
s_is_j=p^2+p(\delta_i+\delta_j)+\delta_i\delta_j ,
\]

and, because each position belongs to \(n-1\) pairs,

\[
\sum_{i<j}s_is_j=\text{constant}+(n-1)p\sum_i\delta_i+B,\qquad
B=\sum_{i<j}\delta_i\delta_j .
\]

The linear term has the same form as the bias and is cancelled by raising \(x\) by \(u(n-1)p\). What remains is the independent distribution multiplied by \(e^{-uB}\). Denote averages over the independent distribution by a subscript zero. Since \(\langle B\rangle_0=0\), any quantity \(A\) has, to first order in \(u\),

\[
\langle A\rangle=\frac{\langle A(1-uB)\rangle_0}{\langle1-uB\rangle_0}
\simeq\langle A\rangle_0-u\langle AB\rangle_0 .
\]

For \(A=\delta_i\), every term of \(\langle AB\rangle_0\) contains at least one \(\delta\) standing alone, whose average is zero. The mean is therefore unchanged to this order, as required. For \(A=\delta_i\delta_j\), the same argument removes every term except the one with the same pair:

\[
\operatorname{Cov}(s_i,s_j)\simeq-u\langle\delta_i^2\rangle_0\langle\delta_j^2\rangle_0=-u(pq)^2 .
\]

The variance of each \(s_i\) remains \(pq\), since a yes-or-no variable with mean \(p\) has no other choice. Adding \(n(n-1)\) covariances gives

\[
\operatorname{Var}k\simeq npq\left[1-(n-1)\frac{w}{kT}\,pq\right].
\]

Repulsion narrows the distribution, and attraction, \(w<0\), widens it. For \(n=1\) there is no pair and no correction.

The opposite limit, strong repulsion, can be found without expansion. The pair energy is \(wk(k-1)/2\). For \(n=3\) it equals \(0,0,w,3w\) for \(k=0,1,2,3\). The bias cancels in ratios with the same total \(k\), so

\[
\frac{P(0)P(2)}{P(1)^2}\propto e^{-u},\qquad
\frac{P(1)P(3)}{P(2)^2}\propto e^{-u},\qquad
\frac{P(0)P(3)}{P(1)P(2)}\propto e^{-2u}.
\]

As \(u\to\infty\), two values of \(k\) that are not neighbours cannot both keep a finite probability. A mean of \(1.8\) must then come from \(k=1\) with probability \(0.2\) and \(k=2\) with probability \(0.8\), and the variance falls to \(0.2\times0.8=0.16\). Even perfect avoidance leaves some disorder when the mean is not an integer.

For an illustrative \(w=0.03\) eV, \(u=0.666\). The first-order formula gives \(0.72(1-2\times0.666\times0.24)=0.49\). The full sum over states at the same mean gives \(0.53\), a reduction of 27 %. At this strength the first-order law has the right sign and size but overstates the reduction.

For independent, equivalent positions the ligand number of a centre has variance \(npq\), and we have seen how a fixed ligand supply, early stopping, a shared environment and repulsion within a centre can shift it. What remains is repulsion between centres, the random number of centres in a patch, and what these mean for a hafnium amide layer and the size of a simulation cell.
